# The 4kT Threshold for Multivalued Fowler-Guggenheim Segregation, in Equilibrium and Growth

## 1. Definitions and conventions

A crystal of host atoms B contains solute atoms A. Its outermost layer has $N$ sites, of which a fraction $\theta$, the coverage, holds solute, with $0<\theta<1$. This layer exchanges atoms one for one with a reservoir of solute fraction $x$, $0<x<1$. The reservoir is the bulk in equilibrium segregation and the layer just buried in growth.

The segregation energy $E(\theta)$ is the energy gained when a solute atom from the reservoir changes places with a host atom of the surface layer. Positive $E$ favours solute at the surface. It is taken as linear in coverage,

$$E(\theta)=E_0+w\theta .$$

Thus $w$ is the change of segregation energy between an empty and a full layer, and $w>0$ means effective attraction between segregated solute atoms. With $k$ the Boltzmann constant and $T$ the temperature, define

$$a=\frac{w}{kT},\qquad e_0=\frac{E_0}{kT},\qquad L(x)=\ln\frac{x}{1-x}.$$

The function $L$ increases strictly from $-\infty$ to $+\infty$, and $L'(x)=1/x+1/(1-x)=1/[x(1-x)]$.

**Assumptions.** (i) Solute and host are distributed at random in the surface layer (mean field). (ii) The reservoir mixes ideally. (iii) $E_0$ and $w$ do not depend on $x$, and the energy of an atom in the reservoir does not depend on $\theta$. Assumption (ii) is relaxed in Section 3, (iii) is examined for growth in Section 6, and (i) in Section 7.

## 2. The isotherm

**Lemma 1.** Let each surface site have $z$ neighbours in the layer, with bond energies $e_{AA}$, $e_{AB}$, $e_{BB}$. Then $w=z(2e_{AB}-e_{AA}-e_{BB})$.

*Proof.* There are $z/2$ bonds per site, since each bond is shared by two sites. In a random layer a bond is AA, AB or BB with probability $\theta^2$, $2\theta(1-\theta)$ or $(1-\theta)^2$. The energy per site is

$$u=\frac z2\left[e_{AA}\theta^2+2e_{AB}\theta(1-\theta)+e_{BB}(1-\theta)^2\right]$$

$$=\frac z2\left[e_{BB}+2(e_{AB}-e_{BB})\theta+(e_{AA}+e_{BB}-2e_{AB})\theta^2\right].$$

The constant plays no role. The linear term, together with the energy of bonds to other layers and the energy of the atom in the reservoir, is collected in $-E_0\theta$. The quadratic term is $-w\theta^2/2$ with the stated $w$. The energy gained per added solute atom is $-d(-E_0\theta-w\theta^2/2)/d\theta=E_0+w\theta$, as required. $\square$

The factor $1/2$ in the energy disappears on differentiation, so the full $w$ enters the segregation energy.

**Lemma 2.** The stationary coverages satisfy the Fowler-Guggenheim isotherm

$$\frac{\theta}{1-\theta}=\frac{x}{1-x}\exp\frac{E_0+w\theta}{kT}.$$

*Proof.* The number of arrangements is $N!/[(N\theta)!\,(N-N\theta)!]$. Stirling's formula gives the entropy per site $-k[\theta\ln\theta+(1-\theta)\ln(1-\theta)]$. The ideal reservoir has the mixing free energy $kT[x\ln x+(1-x)\ln(1-x)]$ per site. Its derivative, $kT\,L(x)$, is the free energy released when the reservoir gives up one solute atom and takes one host atom. Per surface site, the function to be minimised is therefore

$$\Omega(\theta)=-E_0\theta-\frac{w\theta^2}{2}+kT\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right]-\theta\,kT\,L(x).$$

The derivative of the square bracket is $\ln\theta+1-\ln(1-\theta)-1=L(\theta)$. Hence $\Omega'=0$ reads

$$h(\theta)=L(x),\qquad h(\theta)\equiv L(\theta)-a\theta-e_0, \tag{1}$$

and exponentiation gives the isotherm. $\square$

Moreover $\Omega''=kT\,h'(\theta)$: a solution with $h'>0$ is a local minimum, one with $h'<0$ a local maximum.

## 3. The threshold

**Theorem.** Under assumptions (i) to (iii), there are reservoir fractions $x$ with more than one coverage if and only if $w>4kT$. In that case let

$$s=\sqrt{1-\frac4a},\qquad \theta_\pm=\frac{1\pm s}{2}.$$

There are exactly three coverages when $h(\theta_+)<L(x)<h(\theta_-)$, two at either edge of this window, and one outside it. The width of the window in $L(x)$ is

$$\Delta=as-4\,\mathrm{artanh}\,s. \tag{2}$$

*Proof.* Differentiating (1),

$$h'(\theta)=\frac{1}{\theta(1-\theta)}-a .$$

Since $\theta(1-\theta)=\tfrac14-(\theta-\tfrac12)^2\le\tfrac14$, we have $h'\ge4-a$, with equality at $\theta=\tfrac12$.

If $a\le4$, then $h'\ge0$, and $h'$ vanishes at most at the single point $\theta=\tfrac12$. So $h$ is strictly increasing. It runs from $-\infty$ to $+\infty$, and each value $L(x)$ is taken once. This includes all repulsive cases, $w<0$, as long as assumption (i) is kept. (Strong repulsion breaks it: on a square lattice at half coverage the mean-field layer orders into two sublattices for $a<-4$.)

If $a>4$, the condition $h'=0$ is $\theta(1-\theta)=1/a$, or $(\theta-\tfrac12)^2=\tfrac14-1/a=s^2/4$, which gives $\theta_\pm$. The function $h$ rises from $-\infty$ to $h(\theta_-)$, falls to $h(\theta_+)$, and rises to $+\infty$. It is strictly monotonic on each piece. A level strictly between $h(\theta_+)$ and $h(\theta_-)$ is crossed once on each piece, a level at an edge is met twice, and any other level once. Because $L(x)$ takes all real values, levels inside the window do occur.

For the width, note that $L(\theta_\pm)=\pm\ln[(1+s)/(1-s)]=\pm2\,\mathrm{artanh}\,s$. Therefore

$$h(\theta_-)-h(\theta_+)=-4\,\mathrm{artanh}\,s+a(\theta_+-\theta_-)=as-4\,\mathrm{artanh}\,s.\qquad\square$$

**Remark 1 (meaning).** The term $1/[\theta(1-\theta)]$ is the resistance of mixing entropy to a change of coverage. It is weakest, with the value 4, at half coverage. The term $a$ is the feedback by which solute already present attracts more. Multivaluedness begins when feedback exceeds the weakest resistance.

**Remark 2 (which quantity exceeds $4kT$).** It is the coefficient $w$, the shift up to a full layer. The shift at the actual coverage, $w\theta$, equals $2kT$ at the critical point, where $\theta=\tfrac12$ and $w=4kT$. If the segregation energy is written $E_0+2v\theta$, the same condition reads $v>2kT$. If solute can occupy only a fraction $\theta_m$ of the sites, put $\theta=\theta_m\varphi$ and use $\varphi/(1-\varphi)$ on the left of the isotherm. The exponent then contains $w\theta_m\varphi$, and the condition is $w\theta_m>4kT$.

**Remark 3 (approach to the threshold).** For $a<4$ the slope is $d\theta/dL(x)=1/h'\le1/(4-a)$, reached at half coverage. It diverges as $a\to4$. At $a=4$ the isotherm has a vertical tangent but is still single-valued. Just above, $a=4/(1-s^2)=4+4s^2+\dots$ and $\mathrm{artanh}\,s=s+s^3/3+\dots$, so

$$\Delta=(4s+4s^3)-\left(4s+\tfrac43s^3\right)+\dots=\tfrac83s^3+\dots$$

The window opens slowly. At $a=4.01$ the computed width is 1.003 times this leading term.

**Remark 4 (nonideal reservoir).** If the reservoir is not ideal, $L(x)$ in (1) is replaced by another function $\lambda(x)$. In a stable single phase $\lambda$ increases strictly with $x$, because the free energy is convex. Each $x$ still fixes one level of $h$, so $w>4kT$ remains necessary. It is also sufficient provided that the single-phase range of $\lambda$ reaches the window. The position of the window in $x$ changes.

## 4. Which coverage is the equilibrium one

**Proposition 1.** For $a>4$ the absolute minimum of $\Omega$ jumps at the fraction $x_0$ given by

$$L(x_0)=-\frac{E_0+w/2}{kT}, \tag{3}$$

between the coverages $(1\pm m)/2$, where $m>0$ solves $m=\tanh(am/4)$.

*Proof.* Write $-a\theta^2/2=-a\theta/2+a\theta(1-\theta)/2$. Then

$$\frac{\Omega}{kT}=-\left[L(x)+e_0+\frac a2\right]\theta+R(\theta),$$

where $R$ contains $a\theta(1-\theta)/2$ and the entropy term, and is unchanged by $\theta\to1-\theta$. By (3) the bracket is $L(x)-L(x_0)$, so

$$\frac{\Omega(\theta)-\Omega(1-\theta)}{kT}=-[L(x)-L(x_0)](2\theta-1).$$

For $x>x_0$ every $\theta<\tfrac12$ has a higher $\Omega$ than its mirror image, and the absolute minimum cannot lie below one half. For $x<x_0$ it cannot lie above. At $x_0$ the two sides are equivalent. There, with $\theta=(1+m)/2$, equation (1) becomes

$$2\,\mathrm{artanh}\,m=\frac{a(1+m)}2+e_0+L(x_0)=\frac{am}{2},$$

which is $m=\tanh(am/4)$. Since $L(x_0)=h(\tfrac12)$ and $\theta_-<\tfrac12<\theta_+$, the point $x_0$ lies inside the window. By the theorem there are three solutions: $m=0$, where $h'<0$ and $\Omega$ has a maximum, and one pair $\pm m$, where $\Omega$ has its minima. $\square$

## 5. Layer-by-layer growth

Let every new layer arrive with solute fraction $c$, $0<c<1$. It exchanges atoms with the layer it covers until these two are in equilibrium; the covered layer is then frozen. Both layers are kept laterally uniform throughout, so separation of the surface into domains of different coverage is excluded. If $\theta_{n-1}$ is the old surface coverage, $\theta_n$ the new one and $x_n$ the fraction left in the covered layer, conservation of solute gives

$$\theta_n+x_n=\theta_{n-1}+c. \tag{4}$$

The covered layer plays the part of the ideal reservoir, but it is finite: $x_n$ changes as the exchange proceeds.

**Lemma 3.** If $w\le8kT$, each exchange step has one solution, for every $E_0$ and every total $S=\theta_{n-1}+c$ between 0 and 2. Above $8kT$ there are cases with three.

*Proof.* Minimising the free energy of both layers at fixed $S$ gives $D(\theta)=h(\theta)-L(S-\theta)=0$. With $x=S-\theta$,

$$D'(\theta)=h'(\theta)+L'(x)=\frac1{\theta(1-\theta)}+\frac1{x(1-x)}-a\ge8-a .$$

At the lower end of the allowed interval either $\theta\to0$ or $x\to1$, so $D\to-\infty$. At the upper end either $x\to0$ or $\theta\to1$, so $D\to+\infty$. For $a\le8$, $D$ is strictly increasing, as $D'$ can vanish only at $\theta=x=\tfrac12$. There is one root. For $a>8$ take $E_0=-w/2$ and $S=1$. Then $L(1-\theta)=-L(\theta)$ and $D=2L(\theta)-a\theta+a/2$. Half of this is a function of the form (1) with $a/2>4$ in place of $a$. It vanishes at $\theta=\tfrac12$, on its falling piece, so by the theorem there are three roots. $\square$

**Proposition 2.** A steady state of growth obeys the isotherm with $x=c$. For $4kT<w<8kT$ and $c$ inside the window, growth from a coverage below the middle root converges to the lowest root, and growth from above it converges to the highest.

*Proof.* By (4), $\theta_n=\theta_{n-1}$ is equivalent to $x_n=c$, and the exchange condition becomes $h(\theta)=L(c)$. Let $\theta_n=G(\theta_{n-1})$. Differentiating $h(\theta_n)=L(S-\theta_n)$ gives $h'\,d\theta_n=L'(dS-d\theta_n)$, and with $dS=d\theta_{n-1}$

$$G'=\frac{d\theta_n}{d\theta_{n-1}}=\frac{L'}{L'+h'}. \tag{5}$$

The denominator is positive for $a<8$, so $G$ is increasing, and an iteration cannot jump over a fixed point. To find its direction, evaluate $D$ at the old coverage $\theta$, where $S-\theta=c$: $D(\theta)=h(\theta)-L(c)$. Because $D$ increases, the new coverage is larger than the old one when $h(\theta)<L(c)$ and smaller when $h(\theta)>L(c)$. The shape of $h$ found in the theorem then makes the coverage rise below the lowest root, fall between it and the middle root, rise between the middle and highest roots, and fall above. Each sequence is monotonic and bounded, so it converges to the root named. $\square$

Equation (5) gives the same result locally: $G'<1$ where $h'>0$, and $G'>1$ on the middle branch. A small deviation from a stable steady state is multiplied by $G'$ per layer, so it decays over $-1/\ln G'$ layers. In this range of $w$ each growth step has a unique outcome among uniform layers, while for $c$ inside the window the steady state depends on history. The history dependence rests on uniformity. If the surface may split into large domains of the two coexisting coverages of Proposition 1, the buried fraction is pinned at $x_0$ while they coexist, the mean coverage changes by $c-x_0$ per layer, and growth ends at the root of lower $\Omega$ from any start.

## 6. Worked example

Take the round model parameters $E_0=0.10$ eV, $w=0.25$ eV and $T=600$ K. Then $kT=0.0517$ eV and $4kT=0.207$ eV, so $w$ exceeds the threshold: $a=4.835$ and $e_0=1.934$. The critical temperature is $w/4k=725$ K.

**Window.** From $s=\sqrt{1-4/4.835}=0.416$ the turning coverages are $0.292$ and $0.708$. Equation (2) gives $\Delta=2.010-1.770=0.240$. The window runs from $x=0.0113$ to $0.0143$. Equation (3) gives $L(x_0)=-0.225/0.0517=-4.35$, or $x_0=0.0127$, with coexisting coverages $0.166$ and $0.834$.

**Two histories.** For a deposit with $c=0.0130$ the isotherm has the roots $0.176$, $0.474$ and $0.843$. Growth on a bare surface settles at $0.176$, growth on a solute-covered surface at $0.843$. Since $c>x_0$, the high coverage has the lower $\Omega$, yet the bare surface does not find it: uniform mean-field growth contains no fluctuations that could carry it past the middle root. For the low state, $L'=1/(0.013\times0.987)=77.9$ and $h'=6.91-4.84=2.07$. Thus $G'=77.9/80.0=0.974$, and deviations decay over about 38 layers. For the high state the figure is 29 layers. Relaxation is slow because, with a dilute deposit, each new layer brings in little solute and each buried layer carries little away. The coverage can change only by the small difference between the two.

**Leaving the window.** With $c$ 2% above the upper edge, growth from a bare surface ends at $0.877$, but passes half coverage only at layer 590. The delay follows from the exchange condition. To first order the coverage changes per layer by $[L(c)-h(\theta)]/(L'+h')$. At $\theta_-$, where $h'=0$, the numerator is about $0.020$ and $L'$ about $69$, so the step is about $3\times10^{-4}$. With $c$ 2% below the lower edge, a covered surface loses its solute and ends at $0.123$, passing half coverage at layer 724. Both paths cross the range $\theta_-<\theta<\theta_+$, where $h'<0$ and a uniform layer is unstable against lateral separation; near half coverage large domains lower the free energy by about $0.03\,kT$ per site. The layer counts therefore belong to the uniform model only.

**Above the critical temperature.** At 800 K, $a=3.63$. The same deposit gives the single coverage $0.067$ from both starting surfaces. The steepest slope of the isotherm is $1/(4-3.6264)=2.68$.

**Size of a neglected term.** The buried layer was treated as ideal. If its solute atoms attracted each other with the same $w$, then $\lambda(x)=L(x)-ax$. At $x=0.013$ the shift is $4.835\times0.013=0.063$, about a quarter of the window width. The chosen $c$ would remain inside the window, since $L(c)$ lies only $0.02$ above its centre $L(x_0)$ and the half-width is $0.12$. It would, however, fall below the equilibrium transition. For this $c$, which lies near the centre of the window, the existence of two steady states is thus less sensitive to this assumption than the question of which has the lower $\Omega$. During growth from the covered surface the buried fraction reaches $0.042$, where the shift is $0.20$, so that transient is only roughly described.

**Bonds between the two layers.** A larger effect can come from attraction between solute atoms in the surface layer and those in the buried layer, which assumption (iii) leaves out. If it contributes $-w'\theta x$ to the energy per site, moving a solute atom up gains an additional $w'(x-\theta)$. At fixed $x$ the coefficient of $\theta$ then falls from $w$ to $w-w'$, and several steady states require $w-w'>4kT$. With the $w$ and $T$ of the example this means $w'<0.043$ eV, and even then $c$ must lie in the new window. The bonds also move the window, because at $x=c$ the isotherm has $E_0+w'c$ in place of $E_0$ and $w-w'$ in place of $w$. For the deposit with $c=0.0130$ the high-coverage state is already lost at $w'\approx0.011$ eV, about a sixth of the in-plane pair attraction $w/4$ of a square layer. If the buried layer also has the in-plane attraction $w$ and a bond $w'$ to the layer below it, the value falls to about $0.006$ eV. With equal bonds on a simple cubic lattice, where a site has four neighbours in its own layer and one below, $w'=w/4=0.0625$ eV, and there is only one steady state for every $c$. An attraction between the layers therefore removes the two histories of the example unless it is a small fraction of the attraction within the layer.

## 7. What belongs to the mean field

**Proposition 3.** For a finite layer with any interactions, the exact equilibrium coverage is a single-valued, increasing function of $L(x)$.

*Proof.* A configuration with $n$ solute atoms has a weight proportional to $e^{nL(x)}$ times a factor independent of $x$. Differentiating the average gives $d\langle n\rangle/dL(x)=\langle n^2\rangle-\langle n\rangle^2>0$. $\square$

The part of the mean-field isotherm between the two coexisting coverages therefore describes metastable and unstable uniform states. In a large layer with a phase transition, the equilibrium coverage has a jump in its place.

The value $4kT$ itself is recovered when all $M$ sites are coupled equally, with energy $-wn^2/2M$. The weight of $n$ solute atoms is then

$$P(n)\propto\binom Mn\exp\left[\frac{an^2}{2M}+n\,(e_0+L(x))\right].$$

Setting $P(n+1)=P(n)$ for large $M$ gives $\ln[(1-\theta)/\theta]+a\theta+e_0+L(x)=0$, which is (1). For $M=20000$ at the symmetric point, $P(n)$ has one peak at $a=3.8$ and two at $a=4.2$.

Short-ranged attraction is less effective. On a square lattice with nearest-neighbour bonds, $z=4$ and each solute pair gains $w/4$. With occupation $(1+\sigma)/2$, $\sigma=\pm1$, this is an Ising model with coupling $K=w/(16kT)$. Its known critical condition $\sinh2K=1$, or $2K=\ln(1+\sqrt2)$, gives

$$\frac{w}{kT}=8\ln(1+\sqrt2)=7.05 .$$

An independent estimate from transfer matrices of strips 6 and 8 sites wide gives 7.03. The example, with $a=4.835$, lies between the two thresholds. A square layer with nearest-neighbour bonds alone would have no transition there, and its equilibrium coverage would vary smoothly with $x$. Even above the lattice threshold, a transition does not preserve both histories: away from coexistence the less stable state is only metastable and can decay by nucleation. The criterion $w>4kT$ is thus a statement about the mean-field isotherm, which describes a layer better the longer the range of the attraction within it. The computed values are collected in the numerical output below.

## Computed results

```
threshold w/kT from monotonicity scan: 4.0000
all-coupled sites: M = 20000, peaks at w/kT=3.8: 1, at 4.2: 2
E0 = 0.10 eV, w = 0.25 eV
T = 600 K, kT = 0.05170 eV, 4kT = 0.2068 eV
w/kT = 4.8352, E0/kT = 1.9341
critical temperature w/4k = 725.3 K
s = 0.4156
turning coverages = 0.2922, 0.7078
window in x: 0.01130 to 0.01432
window width in ln(x/(1-x)) = 0.2401
width / (8 s^3/3) at w/kT=4.01: 1.0030
equilibrium transition x0 = 0.01272
m = 0.6686, coexisting coverages = 0.1657, 0.8343
deposit fraction c = 0.0130
three coverages at x=c: 0.1755, 0.4736, 0.8429
growth-map slopes there: 0.9741, 1.0107, 0.9663
decay lengths of outer branches (layers): 38.1, 29.2
steady coverage from bare surface = 0.1755
steady coverage from covered surface = 0.8429
largest buried fraction: bare start 0.0130, covered start 0.0422
c = 0.01461 (2% above window), bare start: coverage 0.8767, passes 1/2 at layer 590
c = 0.01107 (2% below window), covered start: coverage 0.1232, passes 1/2 at layer 724
at 800 K: w/kT = 3.6264, E0/kT = 1.4506
at 800 K: only coverage at x=c = 0.0668
at 800 K: steepest d theta/d ln(x/(1-x)) = 2.677
two-layer exchange, w/kT=8.5, E0=-w/2, total 1: 3 roots
exact 4x4 layer at w/kT=4.835: monotonic, steepest slope 1.436
square-lattice threshold w/kT: strips 7.033, 8 ln(1+sqrt 2) = 7.051
```
